# Counting Gates Whose Grains All Have the Low Work Function

## The problem

A metal gate measures 50 nm by 20 nm. It is covered exactly by whole square grains of side 10 nm, none of them cut by the gate edge, so the number of grains is

$$
n=\frac{50\times 20}{10\times 10}=10 .
$$

Each grain has one of two crystal orientations. With probability $p=0.4$ its work function is the low one, $\Phi_L=4.4$ eV. With probability $q=1-p=0.6$ it is the high one, $\Phi_H=4.6$ eV. The grains have equal areas and take their orientations independently.

(a) Among a million such gates, how many are expected to have ten low grains?

(b) A Gaussian with the correct mean and variance is often a convenient substitute for a sum of many random terms. By what factor does its tail, taken without continuity correction, miss the answer to (a)?

(c) Does that factor hold for other numbers of grains?

## A tempting solution

Let $X_i=1$ if grain $i$ is low and $X_i=0$ if it is high. The number of low grains is $K=\sum_i X_i$. Since $X_i^2=X_i$, each grain has mean $p$ and variance $p-p^2=pq$. Means add, and for independent grains variances add too:

$$
\langle K\rangle=np=4,\qquad \sigma_K^2=npq=2.4,\qquad \sigma_K=1.549 .
$$

If the gate work function is the area average of the grain values, then

$$
\Phi=\Phi_H-(\Phi_H-\Phi_L)\frac{K}{n}.
$$

Its mean is $4.6-0.2\times0.4=4.52$ eV. Its standard deviation is $0.2\times1.549/10=0.031$ eV. The all-low gate, at 4.4 eV, lies 0.12 eV below the mean. In units of the standard deviation this distance is

$$
z=\frac{n-np}{\sqrt{npq}}=\frac{nq}{\sqrt{npq}}=\sqrt{\frac{nq}{p}}=\sqrt{15}=3.873 .
$$

The tempting step is now to treat $K$ as a Gaussian variable and to read off the area beyond this point:

$$
Q(z)=\int_z^\infty \varphi(t)\,dt,\qquad \varphi(t)=\frac{e^{-t^2/2}}{\sqrt{2\pi}},\qquad Q(\sqrt{15})=5.38\times10^{-5}.
$$

The conclusion would be about 54 all-low gates per million.

## Where it fails

The mean, the variance and $z$ are correct. The fault is the replacement of the event $K=10$ by the Gaussian area above 10. For the true count, "$K\ge10$" and "$K=10$" are the same event, because there are only ten grains. For the continuous variable, the area above 10 belongs to values that $K$ cannot take. In terms of the work function, it counts gates below 4.4 eV, and no average of 4.4 eV and 4.6 eV can lie there.

The central limit theorem does not protect this step. It says that the probability beyond a fixed $z$ approaches $Q(z)$ as $n$ grows. That is a statement about absolute error, and here $z=\sqrt{nq/p}$ is not fixed but moves outward with $n$. An absolute error can be tiny and still be as large as the probability that is wanted. For the present gate, the largest absolute difference between the true $P(K\ge k)$ and the uncorrected Gaussian tail, over all integer cuts $k$ from 0 to 10, is 0.118. At $k=10$ the difference is $5.1\times10^{-5}$, far smaller, yet it is about half of the true probability found below.

## The right solution

**The exact probability.** All ten grains must be low, and independent probabilities multiply:

$$
P(K=10)=p^{10}=(0.4^5)^2=(0.01024)^2=1.049\times10^{-4}.
$$

The answer to (a) is therefore about 105 gates per million. No averaging rule for the work function was needed, and the areas of the grains did not enter.

A direct random sampling of four million gates gave 407 all-low gates, or $(1.02\pm0.05)\times10^{-4}$, where the uncertainty is one standard deviation. This agrees with the product and excludes the Gaussian value.

**The Gaussian tail by hand.** The factor asked for in (b) can be found without a table of $Q$. Because $\varphi'(t)=-t\varphi(t)$, the function $t\varphi(t)$ has the antiderivative $-\varphi(t)$. Write $\varphi=(1/t)\,(t\varphi)$ and integrate by parts:

$$
Q(z)=\left[-\frac{\varphi(t)}{t}\right]_z^\infty-\int_z^\infty\frac{\varphi(t)}{t^2}\,dt
=\frac{\varphi(z)}{z}-\int_z^\infty\frac{\varphi(t)}{t^2}\,dt .
$$

The same device, with $\varphi/t^2=(1/t^3)(t\varphi)$, gives

$$
\int_z^\infty\frac{\varphi}{t^2}\,dt=\frac{\varphi(z)}{z^3}-3\int_z^\infty\frac{\varphi}{t^4}\,dt ,
$$

and once more, with $\varphi/t^4=(1/t^5)(t\varphi)$,

$$
\int_z^\infty\frac{\varphi}{t^4}\,dt=\frac{\varphi(z)}{z^5}-5\int_z^\infty\frac{\varphi}{t^6}\,dt .
$$

Inserting the second line into the first leaves a positive remainder, $+3\int\varphi/t^4$. Inserting the third as well leaves a negative one, $-15\int\varphi/t^6$. Dropping each remainder in turn therefore gives a lower and an upper bound:

$$
\frac{\varphi(z)}{z}\left(1-\frac{1}{z^2}\right)<Q(z)<\frac{\varphi(z)}{z}\left(1-\frac1{z^2}+\frac{3}{z^4}\right).
$$

Here $z^2=15$ and $e^{-7.5}=5.531\times10^{-4}$, so $\varphi(z)=2.2065\times10^{-4}$ and $\varphi(z)/z=5.697\times10^{-5}$. The brackets are $1-1/15=0.9333$ and $1-1/15+3/225=0.9467$. Hence

$$
5.317\times10^{-5}<Q(\sqrt{15})<5.393\times10^{-5},
\qquad
1.944<\frac{p^{10}}{Q(\sqrt{15})}<1.972 .
$$

Numerical integration of the tail gives the ratio 1.951. This answers (b): the exact probability is about twice the uncorrected Gaussian estimate.

## Why the continuity correction does not rescue the estimate

A continuous variable can imitate an integer count if each integer $k$ is given the interval from $k-\tfrac12$ to $k+\tfrac12$. The cut for ten low grains then moves from 10 to 9.5:

$$
z_c=\frac{9.5-4}{1.549}=3.550,\qquad Q(z_c)=1.92\times10^{-4}.
$$

The whole area above 9.5 predicts 192 gates per million, which is now too many. Keeping only the interval from 9.5 to 10.5 gives 179, which is still too many. The correction has replaced an estimate that is low by a factor of about two with one that is high by nearly the same factor. The two comparisons combine as

$$
\frac{p^{10}}{Q(z)}=\frac{Q(z_c)}{Q(z)}\times\frac{p^{10}}{Q(z_c)}=3.580\times0.545=1.95 .
$$

The first factor is the effect of the half step. It is large because the Gaussian falls steeply at this distance from its mean. The second factor is what remains after the half step has been restored: the Gaussian has the wrong shape so far out. The two errors act in opposite directions, and the factor of two is what is left after they partly cancel.

## Other numbers of grains

For question (c), keep $p$ fixed and define $R(n)=p^n/Q(\sqrt{nq/p})$. The bounds above show that $Q(z)$ differs from $\varphi(z)/z$ by a relative amount smaller than $1/z^2=p/(nq)$, which vanishes for large $n$. In that limit

$$
R(n)\simeq p^n\,z\sqrt{2\pi}\,e^{z^2/2}
=\sqrt{\frac{2\pi nq}{p}}\;\exp\left[n\left(\ln p+\frac{q}{2p}\right)\right],
$$

where $p^n=e^{n\ln p}$ and $z^2/2=nq/(2p)$ have been used.

The exponent compares two costs per grain. The true probability falls by a factor $e^{\ln p}$ for each added grain. The Gaussian, whose parabolic exponent is matched to the mean and variance, falls by $e^{-q/(2p)}$ apart from the slowly varying prefactor. For $p=0.4$ the exponent per grain is

$$
\ln p+\frac{q}{2p}=-0.1663 .
$$

It is negative, so the exponential eventually defeats the growing square root and $R(n)$ tends to zero. The calculated values, without the large-$n$ approximation, are:

| Grains $n$ | $R(n)$ |
|---|---|
| 5 | 3.32 |
| 10 | 1.95 |
| 15 | 1.02 |
| 20 | 0.51 |
| 40 | 0.025 |

The Gaussian estimate is too small for ten grains, nearly right for fifteen, and too large from sixteen grains on. The near agreement at fifteen is a crossing of two different curves and not a sign that the approximation has converged. At forty grains the Gaussian is too large by a factor of about 40, although the central part of the distribution is by then closer to a Gaussian.

The direction of the failure also depends on $p$. As $p\to0$, the positive term $q/(2p)$ grows faster than $|\ln p|$, so the exponent is positive. For sufficiently rare low grains, the Gaussian therefore underestimates the all-low probability by a factor that grows with $n$.

## What the result means for a gate

In an n-channel transistor, with the semiconductor, the oxide and its charges held fixed, a lower gate work function lowers the threshold voltage. If the threshold follows the area-averaged work function one to one, the all-low gate has a threshold 0.12 V, or 120 mV, below the mean.

The parameters are rough typical values for titanium nitride, whose grains have an orientation-dependent work function; a grain size near 10 nm is also a rough value. Real films do not consist of equal, independent squares whose number is the same on every gate. The following estimates relax these assumptions one at a time, with the other parameters held fixed.

**Unequal areas.** Let grain $i$ occupy a fraction $w_i$ of the gate. Then $\Phi=\Phi_H-(\Phi_H-\Phi_L)\sum_iw_iX_i$, and its variance is $(\Phi_H-\Phi_L)^2pq\sum_iw_i^2$. For ten grains with relative areas evenly spaced from 0.5 to 1.5, the standard deviation rises from 0.0310 eV to 0.0325 eV. This small change doubles the Gaussian tail, to $1.12\times10^{-4}$. The exact probability remains $p^{10}$, so their ratio becomes 0.93. For a Gaussian fitted to the work function, the factor of two thus relies on nearly equal grains. The exact answer does not depend on the areas, and neither does a Gaussian fitted to the count $K$.

**A varying number of grains.** Suppose that the number $m$ follows a Poisson law with parameter $\lambda=10$, and that gates without any grain are excluded. Summing over $m\ge1$ gives

$$
P_{\rm low}=\frac{1}{1-e^{-\lambda}}\sum_{m=1}^{\infty}e^{-\lambda}\frac{(\lambda p)^m}{m!}
=\frac{e^{-\lambda}(e^{\lambda p}-1)}{1-e^{-\lambda}}
=\frac{e^{-\lambda q}-e^{-\lambda}}{1-e^{-\lambda}}=2.43\times10^{-3}.
$$

This is 23 times the fixed-number result. The estimate still treats every grain as lying wholly on the gate. The terms of the sum are proportional to $(\lambda p)^m/m!$ with $\lambda p=4$, so the all-low gates are mostly those with around four grains, not ten. The Poisson law is a strong assumption: grains of similar size that fill the gate would vary less in number.

**Grains cut by the gate edge.** The count of ten requires the gate edges to coincide with grain boundaries. If the same square grid is shifted by part of a grain in both directions, the gate touches $6\times3=18$ grains, some of them only in part. All of them must be low, so the probability falls to $p^{18}=6.9\times10^{-8}$, about 1500 times below the result for ten whole grains. This count is strict: one thin sliver of a high grain rules a gate out, even if it hardly changes the work function. If the shift is 1 nm in both directions, the area-averaged work function still lies less than 10 meV above 4.4 eV with probability $7.9\times10^{-5}$, about three quarters of $p^{10}$. If the shift is 5 nm, this probability is only $4.8\times10^{-7}$. These values depend on how the limit is drawn: if gates exactly 10 meV above 4.4 eV are counted too, they become $8.7\times10^{-5}$ and $2.4\times10^{-6}$, because at the 5 nm shift one high half-grain at an edge, or two high corner grains, raise the average by exactly 10 meV. Averaged over all positions of the grid, the probability is about $2\times10^{-5}$, a fifth of $p^{10}$. For a gate cut from a continuous film, $p^{10}$ is therefore not a reliable estimate of the strictly all-low fraction, and how well it estimates the fraction of gates close to 4.4 eV depends on where the edges cut the grains.

**Correlated neighbours.** Arrange the grains in a chain in which each orientation depends on the previous one, with correlation coefficient $r$ between neighbours. The covariance $rpq$ equals $p\,P({\rm low}|{\rm low})-p^2$, so $P({\rm low}|{\rm low})=p+rq$. For $r=0.1$ this is 0.46, and

$$
P_{\rm low}=p\,(p+rq)^9=0.4\times0.46^9=3.69\times10^{-4},
$$

which is 3.5 times the independent value.

**The orientation probability.** Since $p$ enters to the tenth power, a relative error in $p$ is multiplied by about ten when it is small. Changing $p$ to 0.35 or 0.45 gives $2.8\times10^{-5}$ or $3.4\times10^{-4}$. For small errors, the relative uncertainty of the predicted all-low fraction is thus about ten times that of $p$, even with the exact formula.

**The averaging of the work function.** Below threshold, if the barrier in the channel follows the gate work function one to one, the current over it varies as $e^{-\Phi/k_BT}$, with $k_BT=0.02585$ eV at 300 K. This strongly nonlinear dependence casts doubt on the area average. Two limiting arrangements show its size, if the gate is divided into $n$ equal strips and each strip sets its own barrier without smoothing by its neighbours. For strips side by side the currents add; for strips one behind another along the current the resistances add. The uniform gate that would carry the same current has

$$
\Phi_{\rm side}=-k_BT\ln\left(\frac1n\sum_i e^{-\Phi_i/k_BT}\right),\qquad
\Phi_{\rm series}=k_BT\ln\left(\frac1n\sum_i e^{\Phi_i/k_BT}\right).
$$

With four low strips and six high ones, these give 4.424 eV and 4.587 eV, on either side of the area average of 4.520 eV. When all strips are low, each sum equals $n$ identical terms and both formulas return 4.4 eV, as the area average does. The work function of the all-low gate is therefore the same in all three descriptions. What changes is the typical gate with which it is compared: the shift from the four-low gate is $-0.024$ eV for strips side by side, $-0.120$ eV for the area average and $-0.187$ eV for strips in series.

Most of the values used here are collected in the numerical output below.

## Computed results

```
gate width, length, grain side: 50, 20, 10 nm
number of grains n: 10
low probability p, high probability q: 0.4, 0.6
low, high work function: 4.4, 4.6 eV
exact all-low probability: 1.048576e-04
sampled gates, all-low gates found: 4000000, 407
sampled probability: 1.018e-04 +- 5.1e-06
mean and variance of K: 4.000, 2.400
standard deviation of K: 1.5492
z without correction, z squared: 3.8730, 15.000
exp(-z^2/2): 5.5308e-04
normal density at z: 2.2065e-04
lower, upper bound on tail: 5.3173e-05, 5.3933e-05
Gaussian tail without correction: 5.3756e-05
ratio exact/plain tail: 1.951
ratio bounds by hand: 1.944 to 1.972
z with continuity correction: 3.5502
Gaussian tail with correction: 1.9244e-04
ratio corrected/plain tail: 3.580
ratio exact/corrected tail: 0.545
largest absolute tail error, any cut: 0.118
absolute error at K = n: 5.11e-05
exponent per grain, ln p + q/(2p): -0.1663
ratio exact/plain for 5 grains: 3.319
ratio exact/plain for 10 grains: 1.951
ratio exact/plain for 15 grains: 1.022
ratio exact/plain for 20 grains: 0.509
ratio exact/plain for 40 grains: 0.025
first grain number with ratio below 1: 16
all-low gates per million, exact: 104.9
per million, plain Gaussian: 53.8
per million, corrected Gaussian: 192.4
mean gate work function: 4.520 eV
its standard deviation: 0.0310 eV
all-low shift from mean: -0.120 eV
unequal areas, relative range: 0.5 to 1.5
unequal areas, standard deviation: 0.0325 eV
unequal areas, plain Gaussian tail: 1.123e-04
unequal areas, ratio exact/plain: 0.934
Poisson grain number, all-low: 2.433e-03
Poisson result/fixed-number result: 23.2
neighbour correlation r: 0.1
correlated all-low probability: 3.689e-04
correlated/independent result: 3.52
all-low probability at p = 0.35: 2.759e-05
all-low probability at p = 0.45: 3.405e-04
temperature, kT: 300 K, 0.02585 eV
low strips in current example: 4
effective work function, side by side: 4.424 eV
effective work function, area average: 4.520 eV
effective work function, in series: 4.587 eV
```
